# Cross-plane heat conduction of a grey phonon film between black walls: verification in Python

```python
"""
Result under test: a grey phonon film between black walls has approximately
    k_eff = k / (1 + 4 Kn / 3),   k = C v mfp / 3,   Kn = mfp / L,
from diffusion with flux-matched temperature jumps at the walls.
C: heat capacity per volume, v: phonon speed, mfp: mean free path,
L: thickness, k_eff = heat flux * L / (difference of wall temperatures).
Black walls absorb all arriving phonons and emit isotropically.
The comparison solves the linear Boltzmann equation without jump conditions.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.special import expn


def film_formula(kn, absorptivity=1.0):
    """Ratio k_eff/k from diffusion with jumps at diffuse walls."""
    return 1 / (1 + 8 / 3 * (1 / absorptivity - 0.5) * kn)


def half_gauss(n):
    """Gauss points and weights on the interval 0 to 1."""
    x, w = np.polynomial.legendre.leggauss(n)
    return (x + 1) / 2, w / 2


def kinetic_film(length, mfps=(1.0,), shares=(1.0,), absorptivity=1.0,
                 n_angles=24):
    """Solve the Boltzmann equation with wall temperatures +1/2 and -1/2.

    shares are fractions of C; all modes have the same speed.
    Returns k_eff/k and the local temperature inside the hot wall.
    The even part e and odd part o of the directional temperature obey
    s e' = -o and s o' = T - e, where s = mfp * direction cosine.
    """
    mfps, shares = np.array(mfps), np.array(shares)
    mu, weight = half_gauss(n_angles)
    s = np.outer(mfps, mu).ravel()
    collision = np.outer(shares / mfps, weight).ravel()
    collision /= collision.sum()
    flux_weight = np.outer(shares, weight * mu).ravel()
    root = np.sqrt(collision)
    matrix = (np.eye(len(s)) - np.outer(root, root)) / np.outer(s, s)
    values, vectors = np.linalg.eigh(matrix)
    # The zero mode is the linear profile; the others are wall layers.
    rates = np.sqrt(np.abs(values[1:]))
    modes = vectors[:, 1:] / (root * s)[:, None]
    modes /= np.max(np.abs(modes), axis=0)
    even = np.column_stack((-length / 2 * np.ones(len(s)),
                            -modes * np.tanh(rates * length / 2)))
    odd = np.column_stack((-s, -s[:, None] * modes * rates))
    incident_average = flux_weight @ (even - odd) / flux_weight.sum()
    wall_matrix = even + odd - (1 - absorptivity) * incident_average[None, :]
    coefficients = np.linalg.solve(
        wall_matrix, absorptivity / 2 * np.ones(len(s)))
    flux = flux_weight @ (odd @ coefficients)          # in units of C v
    bulk = np.sum(shares * mfps) / 3                   # in units of C v
    return flux * length / bulk, collision @ (even @ coefficients)


def integral_flux(depth, cells=400):
    """Flux/(C v) for unit temperature difference, from the integral equation."""
    h = depth / cells
    x = (np.arange(cells) + 0.5) * h
    distance = np.abs(x[:, None] - x[None, :])
    near = np.maximum(distance - h / 2, 0)
    kernel = 0.5 * (expn(2, near) - expn(2, distance + h / 2))
    np.fill_diagonal(kernel, 1 - expn(2, h / 2))
    temperature = np.linalg.solve(np.eye(cells) - kernel, 0.5 * expn(2, x))
    back = 0.5 * np.sum(temperature *
                        (expn(3, x - h / 2) - expn(3, x + h / 2)))
    return 0.25 - back


# Symbolic test of the diffusion solution and of the two wall balances.
C, v, mfp, L = sp.symbols("C v mfp L", positive=True)
x, mu, T0, slope, T1, T2 = sp.symbols("x mu T0 slope T1 T2", real=True)
profile = T0 + slope * x
phi = profile - mfp * mu * slope
assert sp.simplify(mu * sp.diff(phi, x) - (profile - phi) / mfp) == 0
assert sp.simplify(sp.integrate(phi, (mu, -1, 1)) / 2 - profile) == 0
flux = C * v / 2 * sp.integrate(mu * phi, (mu, -1, 1))
forward = C * v / 2 * sp.integrate(mu * phi, (mu, 0, 1))
backward = -C * v / 2 * sp.integrate(mu * phi, (mu, -1, 0))
assert sp.simplify(flux + C * v * mfp / 3 * slope) == 0
assert sp.simplify(forward - C * v * profile / 4 - flux / 2) == 0
assert sp.simplify(backward - C * v * profile / 4 + flux / 2) == 0
solution = sp.solve([forward.subs(x, 0) - C * v * T1 / 4,
                     backward.subs(x, L) - C * v * T2 / 4],
                    [T0, slope], dict=True)[0]
solved_flux = flux.subs(solution)
expected = C * v * mfp / 3 / (1 + 4 * mfp / (3 * L))
assert sp.simplify(solved_flux * L / (T1 - T2) - expected) == 0
assert sp.simplify(T1 - solution[T0] - 2 * solved_flux / (C * v)) == 0

# Two different kinetic solvers must agree.
for depth in (0.2, 1 / 2.6, 1.0, 3.0):
    from_integral = 3 * depth * integral_flux(depth)
    assert abs(kinetic_film(depth)[0] / from_integral - 1) < 5e-4

# Accuracy of the formula from thick to nearly ballistic films.
kn_grid = np.logspace(-2, 2, 81)
kinetic_grid = np.array([kinetic_film(1 / kn)[0] for kn in kn_grid])
excess = film_formula(kn_grid) / kinetic_grid - 1
assert np.all(excess > 0) and excess.max() < 0.04
worst = int(np.argmax(excess))

# Thick limit: compare with an independent quadrature for the Milne length.
start = 0.01  # the integrand tends to 1/5 at zero
milne_integral = quad(lambda y: 3 / y**2 - 1 / (1 - y / np.tan(y)),
                      start, np.pi / 2)[0] + start / 5
milne_length = 6 / np.pi**2 + milne_integral / np.pi
thick_kn = 0.01
thick_coefficient = (1 / kinetic_film(1 / thick_kn)[0] - 1) / thick_kn
assert abs(thick_coefficient - 2 * milne_length) < 1e-3

# Thin limit: ballistic flux and its first correction.
thin = 0.001
thin_ratio = 4 * integral_flux(thin)
thin_slope = (1 - thin_ratio) / thin
formula_thin_slope = (1 - film_formula(1 / thin) / (0.75 * thin)) / thin
assert abs(thin_ratio - 1) < 0.002
assert abs(thin_slope - 1) < 0.02       # remaining terms vanish with thickness
assert abs(formula_thin_slope - 0.75) < 0.002

# Partly absorbing, diffusely reflecting walls.
for absorptivity in (0.2, 0.5, 0.8):
    for kn in (0.1, 1.0, 2.6, 10.0):
        computed = kinetic_film(1 / kn, absorptivity=absorptivity)[0]
        assert abs(film_formula(kn, absorptivity) / computed - 1) < 0.04

# Example inputs: rough grey values for silicon near room temperature.
capacity, speed, path, thickness = 0.93e6, 1800.0, 260e-9, 100e-9
hot, cold = 305.0, 295.0
k_bulk = capacity * speed * path / 3
kn = path / thickness
k_film = k_bulk * film_formula(kn)
heat_flux = k_film * (hot - cold) / thickness
jump = 2 * heat_flux / (capacity * speed)
interior_drop = heat_flux * thickness / k_bulk
assert abs(2 * jump + interior_drop - (hot - cold)) < 1e-9
kinetic_ratio, wall_value = kinetic_film(1 / kn)
k_kinetic = k_bulk * kinetic_ratio
kinetic_jump = (0.5 - wall_value) * (hot - cold)


def debye_modes(n):
    """Classical Debye modes with mfp ~ frequency^-2 and mean mfp one."""
    frequency, weight = half_gauss(n)
    return 1 / (3 * frequency**2), 3 * frequency**2 * weight


paths, shares = debye_modes(12)
assert abs(shares.sum() - 1) < 1e-12
assert abs(np.sum(paths * shares) - 1) < 1e-12
spectral_ratio = kinetic_film(1 / kn, paths, shares)[0]
finer_ratio = kinetic_film(1 / kn, *debye_modes(20))[0]
assert abs(spectral_ratio / finer_ratio - 1) < 0.01
assert abs(kinetic_film(1e5, paths, shares)[0] - 1) < 0.01
spectral_thin = kinetic_film(1e-4, paths, shares)[0] / (0.75e-4)
assert abs(spectral_thin - 1) < 0.002
k_spectral = k_bulk * finer_ratio

half_black = 0.5
k_half_black = k_bulk * film_formula(kn, half_black)
use_temperature = constants.zero_Celsius + 85
mean_temperature = (hot + cold) / 2
path_hot = path * mean_temperature / use_temperature
k_hot_bulk = capacity * speed * path_hot / 3
k_hot_film = k_hot_bulk * film_formula(path_hot / thickness)
electrical = 1e5  # S/m, rough heavy doping
lorenz = np.pi**2 / 3 * (constants.k / constants.e)**2
k_electron = lorenz * electrical * mean_temperature
sound_speed = 8400.0  # m/s, rough longitudinal value
wavelength = constants.h * sound_speed / (constants.k * mean_temperature)

print("INPUTS (rough grey silicon values)")
print(f"heat capacity C = {capacity/1e6:.2f} MJ/(m^3 K)")
print(f"phonon speed v = {speed:.0f} m/s")
print(f"mean free path = {path*1e9:.0f} nm")
print(f"film thickness L = {thickness*1e9:.0f} nm")
print(f"wall temperatures = {hot:.0f} K and {cold:.0f} K")
print("RESULTS OF THE JUMP MODEL")
print(f"bulk conductivity k = {k_bulk:.1f} W/(m K)")
print(f"Knudsen number = {kn:.2f}")
print(f"denominator 1 + 4 Kn/3 = {1/film_formula(kn):.3f}")
print(f"diffusive resistance L/k = {thickness/k_bulk*1e9:.3f} m^2 K/GW")
print(f"both wall jumps 4/(C v) = {4/(capacity*speed)*1e9:.3f} m^2 K/GW")
print(f"film conductivity = {k_film:.2f} W/(m K)")
print(f"film conductivity = {k_film/100:.4f} W/(cm K)")
print(f"heat flux = {heat_flux/1e9:.3f} GW/m^2")
print(f"jump at each wall = {jump:.3f} K")
print(f"drop inside film = {interior_drop:.3f} K")
print(f"diffusion temperatures at walls = {hot-jump:.2f}, {cold+jump:.2f} K")
print("COMPARISON WITH GREY KINETIC SOLUTION")
print(f"kinetic film conductivity = {k_kinetic:.2f} W/(m K)")
print(f"formula excess in example = {100*(k_film/k_kinetic-1):.2f} %")
print(f"kinetic local jump at each wall = {kinetic_jump:.3f} K")
print(f"largest excess, Kn 0.01 to 100 = {100*excess[worst]:.2f} %")
print(f"Kn at largest excess = {kn_grid[worst]:.2f}")
print(f"kinetic thick-film Kn coefficient = {thick_coefficient:.4f}")
print(f"twice Milne length by quadrature = {2*milne_length:.4f}")
print(f"thin-film slope at L/mfp=0.001: kinetic = {thin_slope:.3f}")
print(f"thin-film slope at L/mfp=0.001: formula = {formula_thin_slope:.3f}")
print("L (nm), Kn, formula k_eff, kinetic k_eff (W/(m K))")
for size in (20, 50, 100, 200, 500, 1000, 5000):
    size_kn = path / (size * 1e-9)
    k_size = k_bulk * kinetic_film(1 / size_kn)[0]
    print(f"{size:5d} {size_kn:7.3f} {k_bulk*film_formula(size_kn):8.2f}"
          f" {k_size:8.2f}")
print("SIZES OF NEGLECTED EFFECTS")
print(f"Debye spread of paths: k_eff = {k_spectral:.1f} W/(m K)")
print(f"change from grey kinetic = {100*(k_spectral/k_kinetic-1):.0f} %")
print(f"walls absorbing {half_black:.1f}: k_eff = {k_half_black:.1f} W/(m K)")
print(f"use at {use_temperature:.0f} K: mean free path = {path_hot*1e9:.0f} nm")
print(f"use at {use_temperature:.0f} K: bulk k = {k_hot_bulk:.1f} W/(m K)")
print(f"use at {use_temperature:.0f} K: k_eff = {k_hot_film:.1f} W/(m K)")
print(f"rough doped conductivity = {electrical/100:.0f} S/cm")
print(f"electronic heat conductivity = {k_electron:.2f} W/(m K)")
print(f"rough sound speed for wavelength = {sound_speed:.0f} m/s")
print(f"thermal phonon wavelength h c/(kB T) = {wavelength*1e9:.2f} nm")
print("all good")
```

It prints:

```
INPUTS (rough grey silicon values)
heat capacity C = 0.93 MJ/(m^3 K)
phonon speed v = 1800 m/s
mean free path = 260 nm
film thickness L = 100 nm
wall temperatures = 305 K and 295 K
RESULTS OF THE JUMP MODEL
bulk conductivity k = 145.1 W/(m K)
Knudsen number = 2.60
denominator 1 + 4 Kn/3 = 4.467
diffusive resistance L/k = 0.689 m^2 K/GW
both wall jumps 4/(C v) = 2.389 m^2 K/GW
film conductivity = 32.48 W/(m K)
film conductivity = 0.3248 W/(cm K)
heat flux = 3.248 GW/m^2
jump at each wall = 3.881 K
drop inside film = 2.239 K
diffusion temperatures at walls = 301.12, 298.88 K
COMPARISON WITH GREY KINETIC SOLUTION
kinetic film conductivity = 31.50 W/(m K)
formula excess in example = 3.10 %
kinetic local jump at each wall = 3.369 K
largest excess, Kn 0.01 to 100 = 3.37 %
Kn at largest excess = 1.41
kinetic thick-film Kn coefficient = 1.4209
twice Milne length by quadrature = 1.4209
thin-film slope at L/mfp=0.001: kinetic = 0.996
thin-film slope at L/mfp=0.001: formula = 0.749
L (nm), Kn, formula k_eff, kinetic k_eff (W/(m K))
   20  13.000     7.91     7.81
   50   5.200    18.29    17.87
  100   2.600    32.48    31.50
  200   1.300    53.08    51.35
  500   0.520    85.68    83.51
 1000   0.260   107.73   105.95
 5000   0.052   135.67   135.10
SIZES OF NEGLECTED EFFECTS
Debye spread of paths: k_eff = 27.4 W/(m K)
change from grey kinetic = -13 %
walls absorbing 0.5: k_eff = 12.7 W/(m K)
use at 358 K: mean free path = 218 nm
use at 358 K: bulk k = 121.5 W/(m K)
use at 358 K: k_eff = 31.1 W/(m K)
rough doped conductivity = 1000 S/cm
electronic heat conductivity = 0.73 W/(m K)
rough sound speed for wavelength = 8400 m/s
thermal phonon wavelength h c/(kB T) = 1.34 nm
all good
```
